# Photocarrier density in a thin phase-change film after optical excitation

## Problem

A phase-change film of thickness $d=20$ nm absorbs an energy per area $F=1$ mJ/cm² from light of photon energy $E=1.5$ eV. The absorption is uniform through the film, and each absorbed photon makes one electron-hole pair.

(a) Find the density $n$ of photocarrier pairs, assuming that none recombine or leave the film.

(b) Take the film to be tellurium on thick glass, lit from air at normal incidence. How much light must arrive for 1 mJ/cm² to be absorbed, and how uniform is the absorption?

(c) How much of the density in (a) is present at the end of a 50 fs pulse, and of a 1 ns pulse, if Auger recombination acts?

(d) Are the carriers degenerate? What does this imply for further absorption and for the yield of one pair per photon?

(e) How hot does the film become once all the absorbed energy is heat?

For (b) to (e) use these rough values for tellurium: refractive index $N=5.0+2.0i$ (an average over crystal directions), gap $E_g=0.33$ eV, mass density 6.2 g/cm³, heat capacity 0.20 J/(g K), melting temperature 720 K and Auger coefficient $C=10^{-30}$ cm⁶/s. The glass has index $n_g=1.45$, and the film starts at 300 K.

## Solution

### (a) The pair density

The fluence $F$ is energy per area. One photon carries the energy $E$, so the number of absorbed photons per area is $F/E$. With one pair per photon, this is also the number of pairs per area. The pairs fill a depth $d$, so their number per volume is

$$n=\frac{F}{E\,d}.$$

The photon energy must be in joules and the thickness in centimetres:

$$E=1.5\ \text{eV}=2.403\times10^{-19}\ \text{J},\qquad d=20\ \text{nm}=2.0\times10^{-6}\ \text{cm}.$$

The number of photons per area is

$$\frac{F}{E}=\frac{1.0\times10^{-3}\ \text{J/cm}^2}{2.403\times10^{-19}\ \text{J}}=4.16\times10^{15}\ \text{cm}^{-2},$$

and division by the thickness gives

$$n=\frac{4.16\times10^{15}\ \text{cm}^{-2}}{2.0\times10^{-6}\ \text{cm}}=2.1\times10^{21}\ \text{cm}^{-3}.$$

This counts pairs: there are $2.1\times10^{21}$ electrons and as many holes in each cubic centimetre. In other units the density is about 2.1 pairs per nm³.

The density is large on the atomic scale. Tellurium has about $2.9\times10^{22}$ atoms per cm³, so there are 0.071 pairs per atom, or one pair for every 14 atoms.

If the absorption is not uniform, let $n(z)$ be the pair density at depth $z$. One pair per photon still requires

$$\int_0^d n(z)\,dz=\frac{F}{E}\quad\Longrightarrow\quad \frac1d\int_0^d n(z)\,dz=\frac{F}{E\,d}.$$

The formula then gives the depth average.

A thick film behaves differently. Suppose one decaying wave is absorbed completely, with absorption coefficient $\alpha$. The density is then $n(z)=n(0)e^{-\alpha z}$, and its integral over all depths, $n(0)/\alpha$, must equal $F/E$. Hence $n(0)=\alpha F/E$, and the absorption length $1/\alpha$ takes the place of $d$. For $\operatorname{Im}N=2.0$ and the vacuum wavelength $\lambda=826.6$ nm of 1.5 eV light, the intensity falls as $e^{-2k_0\operatorname{Im}(N)z}$ with $k_0=2\pi/\lambda$, so

$$\frac1\alpha=\frac{\lambda}{4\pi\operatorname{Im}N}=\frac{826.6\ \text{nm}}{4\pi\times2.0}=33\ \text{nm}.$$

With the same absorbed fluence, the surface density of a thick film would be about $1.3\times10^{21}$ cm⁻³. The 20 nm film has the higher density because it holds the same number of pairs in a smaller depth.

### (b) Incident light and uniformity

The film is thinner than the absorption length, so light reflected at the glass returns through it and interferes with the incoming wave. Take the time factor $e^{-i\omega t}$, for which a positive imaginary part of $N$ means absorption. With incident amplitude 1, the field in the film is

$$\mathcal E(z)=a\,e^{ik_0Nz}+b\,e^{-ik_0Nz}.$$

Let $r$ be the reflected amplitude in air and $t$ the amplitude in the glass at $z=d$. Light returning from the far side of the glass is neglected. In thick glass it adds incoherently and would raise the absorbed fraction found below only from 0.314 to 0.317. The tangential electric and magnetic fields are continuous. The magnetic field is proportional to the index times the forward amplitude minus the backward amplitude. With $p=e^{ik_0Nd}$,

$$1+r=a+b,\qquad 1-r=N(a-b),$$
$$ap+\frac bp=t,\qquad N\left(ap-\frac bp\right)=n_g t.$$

Putting $t$ from the third equation into the fourth gives $(N-n_g)\,ap=(N+n_g)\,b/p$, so

$$b=a\,p^2\rho,\qquad \rho=\frac{N-n_g}{N+n_g}.$$

Adding the first two equations removes $r$ and fixes $a$:

$$2=(1+N)a+(1-N)b\quad\Longrightarrow\quad a=\frac{2}{1+N+(1-N)p^2\rho}.$$

The reflected fraction is $R=|r|^2$ and the transmitted fraction is $T=n_g|t|^2$. The numbers are $R=0.517$ and $T=0.168$, which leaves an absorbed fraction $A=0.314$ (the three add to 1 before rounding). The incident fluence must therefore be

$$F_{\rm inc}=\frac FA=\frac{1.0\ \text{mJ/cm}^2}{0.314}=3.2\ \text{mJ/cm}^2.$$

If 1 mJ/cm² were instead the incident fluence, the density would be $0.314\times2.08\times10^{21}=6.5\times10^{20}$ cm⁻³.

The local absorption follows from the field. The power absorbed per volume is $\tfrac12\omega\varepsilon_0\operatorname{Im}(N^2)|\mathcal E|^2$, and the incident intensity for unit amplitude is $\tfrac12c\varepsilon_0$. Their ratio is the fraction of the incident light absorbed per unit depth,

$$g(z)=k_0\operatorname{Im}(N^2)\,|\mathcal E(z)|^2,$$

since $\omega/c=k_0$. The pair density is $n(z)=F_{\rm inc}\,g(z)/E$. Its numerical average over the film is $2.08\times10^{21}$ cm⁻³, in agreement with part (a). The density is 0.81 of the mean at the air side and 1.12 of the mean at the glass side, which is also the largest value. For this film, uniform absorption is accurate to about 20% of the mean.

The glass side absorbs more, although the forward wave decays on its way there. Since $b/a=p^2\rho$, the two ends have

$$\frac{|\mathcal E(d)|^2}{|\mathcal E(0)|^2}=\frac{|p|^2\,|1+\rho|^2}{|1+p^2\rho|^2}.$$

Here $|p|^2=0.54$ is the decay of the forward intensity. The reflection at the glass has $\rho=0.59+0.13i$, nearly in phase with the arriving wave, so $|1+\rho|^2=2.54$. At the air side the returning wave is about a quarter cycle out of phase, and $|1+p^2\rho|^2=1.00$. The ratio is $0.54\times2.54/1.00\approx1.4$, which agrees with $1.12/0.81$. A single decaying wave would have given 0.54, with the wrong side absorbing more.

This calculation holds the index fixed during the pulse, so 3.2 mJ/cm² is a low-intensity value. At this density the assumption is strong. If $\operatorname{Im}(N^2)$ is scaled by the band-filling factor $f_v-f_c$ of the hot-carrier model in part (d), the incident fluence needed rises to about 4 mJ/cm². Free carriers also lower $\operatorname{Re}(N^2)=21$, by about 2.5 for free-electron masses and by more for lighter carriers. A change of index caused by the carriers would alter $A$ and $g(z)$, but not the average density for a given absorbed fluence.

### (c) Recombination during the pulse

In Auger recombination an electron and a hole recombine and give their energy to a third carrier. The rate is proportional to the product of three carrier densities. With equal numbers of electrons and holes it is $Cn^3$. Let $n_0=F/(Ed)$ be the density from part (a), and let the pulse be rectangular with duration $\tau$. The generation rate is then $n_0/\tau$, and

$$\frac{dn}{dt}=\frac{n_0}{\tau}-Cn^3.$$

With $y=n/n_0$ and $s=t/\tau$, multiplication by $\tau/n_0$ gives

$$\frac{dy}{ds}=1-x\,y^3,\qquad x=Cn_0^2\tau,\qquad y(0)=0.$$

The single parameter $x$ compares the pulse duration with the Auger time $1/(Cn_0^2)$.

For a short pulse $x$ is small. At zeroth order $y=s$. Putting this into the loss term gives $dy/ds=1-xs^3$, so $y=s-xs^4/4$. One further round uses $y^3\approx s^3-\tfrac34xs^6$ and adds $\tfrac{3}{28}x^2s^7$. At the end of the pulse, $s=1$,

$$y(1)\approx1-\frac x4+\frac{3x^2}{28}.$$

For 50 fs, $x=10^{-30}\times(2.08\times10^{21})^2\times5\times10^{-14}=0.22$, and the series gives $1-0.054+0.005=0.95$. The numerical solution is also 0.95, so about 5% of the pairs are lost during the pulse.

For a long pulse $x$ is large, and the density approaches the value at which loss balances generation:

$$1-xy^3=0\quad\Longrightarrow\quad y=x^{-1/3}.$$

A small deviation $\delta$ from this value obeys $d\delta/ds=-3xy^2\delta=-3x^{1/3}\delta$. For 1 ns, $x=4.3\times10^3$ and $3x^{1/3}\approx49$, so the balance is reached well within the pulse. The final fraction is 0.061, which means

$$n=0.061\times2.08\times10^{21}\ \text{cm}^{-3}=1.3\times10^{20}\ \text{cm}^{-3}.$$

In the 1 ns case, $F/(Ed)$ is the number of pairs created per volume over the whole pulse, not the number present together.

The constant $C$ is the weakest input here. The value $10^{-30}$ cm⁶/s is of the size found in silicon, whereas semiconductors with gaps near 0.3 eV are usually quoted at $10^{-28}$ to $10^{-27}$ cm⁶/s at low density. With the same equation, the fraction left after 50 fs is 0.71, 0.36 and 0.17 for $C=10^{-29}$, $10^{-28}$ and $10^{-27}$ cm⁶/s. The cubic law with a fixed coefficient is doubtful at such high densities. In the long-pulse limit the final density varies as $C^{-1/3}$, so a tenfold change in $C$ changes it by a factor of 2.2. In the short-pulse limit the loss is proportional to $C$ while $x$ remains small.

### (d) Degeneracy, absorption and pair yield

As a gauge, give the electrons and the holes one parabolic band each, with two spin states and the free-electron mass $m$. At zero temperature the states are filled up to a wavevector $k_F$. A volume $V$ has $V/(2\pi)^3$ wavevectors per unit volume of $k$-space, so

$$n=2\cdot\frac{1}{(2\pi)^3}\cdot\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}\quad\Longrightarrow\quad E_F=\frac{\hbar^2}{2m}(3\pi^2n)^{2/3}.$$

For the density of part (a), $E_F=0.59$ eV for each kind of carrier. This is about 23 times the thermal energy of 0.026 eV at 300 K. Carriers that had cooled to the lattice temperature would be strongly degenerate.

Filled states affect absorption. Let a photon connect a valence state of occupation $f_v$ with a conduction state of occupation $f_c$. Absorption needs the lower state full and the upper one empty; stimulated emission needs the reverse. The net rate is proportional to

$$f_v(1-f_c)-f_c(1-f_v)=f_v-f_c.$$

Let both bands have the same temperature and let their quasi-Fermi levels be $\mu_c$ and $\mu_v$. Each occupation falls as the state's energy rises above its own level. Net absorption, $f_v>f_c$, therefore requires $E_v-\mu_v<E_c-\mu_c$. Since $E_c-E_v=E$, this is

$$\mu_c-\mu_v<E.$$

At zero temperature the separation is

$$\mu_c-\mu_v=E_g+2E_F=0.33+2\times0.594=1.52\ \text{eV}.$$

For these two model bands with cold carriers, this is close to the photon energy of 1.5 eV, where direct absorption would saturate. The closeness results from the choice of the mass $m$ and does not locate saturation in tellurium. Carriers near the band edges of tellurium are much lighter, which would raise $E_F$ to energies where parabolic bands no longer hold. Sharing the carriers among $M$ equal valleys divides $E_F$ by $M^{2/3}$, while a smaller mass raises it. Heating also matters: at fixed density, a higher temperature lowers the quasi-Fermi separation of these parabolic bands. Just after the pulse, before energy passes to the lattice, each pair has $1.5-0.33=1.17$ eV of kinetic energy. Suppose electrons and holes share it equally and have reached a thermal distribution. Solving numerically for the temperature and quasi-Fermi levels that give this energy and density yields $k_BT\approx0.28$ eV, or about 3200 K, and a separation of 1.25 eV. In this model the hot carriers are only moderately degenerate. Net absorption remains, but $f_v-f_c$ at the photon energy is about 0.22, compared with 1 for a full valence band and an empty conduction band. If saturation did set in, more of the energy would be absorbed by carriers already excited. Where this energy became heat without creating a new pair, it would lower $n$ below $F/(Ed)$.

The yield could also exceed one, since an energetic carrier may create another pair. With $q$ pairs per photon the density is $qF/(Ed)$. The gap alone allows at most four pairs from a single photon, because four gaps cost 1.32 eV and five cost 1.65 eV. If carriers share energy from different photons, the average can be at most $1.5/0.33=4.5$. Filled bands tighten this ceiling. In a parabolic band the density of states varies as $\epsilon^{1/2}$, so the mean kinetic energy at zero temperature is

$$\frac{\int_0^{E_F}\epsilon^{3/2}d\epsilon}{\int_0^{E_F}\epsilon^{1/2}d\epsilon}=\frac{\tfrac25E_F^{5/2}}{\tfrac23E_F^{3/2}}=\frac35E_F.$$

An electron and a hole together have at least $\tfrac65E_F$. Since $E_F$ grows as $q^{2/3}$, the energy supplied per photon must satisfy

$$q\left(E_g+\tfrac65E_F\,q^{2/3}\right)=0.33\,q+0.71\,q^{5/3}\le1.5,$$

with energies in eV. At $q=1.3$ the left side is $0.43+1.10=1.53$, which is already too large. In this band model, with a fixed gap, the average yield stays below 1.3 at the stated fluence. One pair per photon is allowed by energy, but it remains an assumption.

### (e) Heating

The absorbed energy per volume does not depend on the pair yield:

$$u=\frac Fd=\frac{1.0\times10^{-3}\ \text{J/cm}^2}{2.0\times10^{-6}\ \text{cm}}=500\ \text{J/cm}^3.$$

Just after excitation, each pair stores the gap energy, a share $0.33/1.5=22\%$ of the photon energy. The rest is first kinetic energy of the carriers. Carrier cooling and non-radiative recombination turn these parts into heat. If this is complete before heat leaves the film, and the heat capacity is constant, the mean temperature rise is

$$\Delta T=\frac{u}{c_V}=\frac{500\ \text{J/cm}^3}{6.2\times0.20\ \text{J/(cm}^3\,\text{K)}}=\frac{500}{1.24}\ \text{K}\approx400\ \text{K}.$$

The film reaches about 700 K, close to the rough melting temperature of 720 K. A 10% change in heat capacity moves the result by about 40 K. The heat capacity of solid tellurium rises with temperature, so a constant room-temperature value overestimates the rise. With a linear increase from 0.20 J/(g K) at 300 K to about 0.27 J/(g K) near melting, the mean film reaches only about 650 K.

Heating from 300 K to 720 K takes $1.24\times420=521$ J/cm³. At the glass side the absorbed energy is $1.12\times500\approx560$ J/cm³. If the heat stayed where it was deposited, that side would reach melting and have about 40 J/cm³ left towards the latent heat. Heat flow within the film and into the glass would reduce this excess. It also depends on the constant heat capacity: with the rising value above, heating to 720 K takes about 620 J/cm³, and the glass side stops near 685 K, below melting.

### The estimate beside a real device

A photonic phase-change memory stores data in the different optical properties of amorphous and crystalline material. Writing the amorphous state by melting requires enough energy to melt the film, followed by fast cooling. The 500 J/cm³ found here brings tellurium close to its melting point but does not melt the whole film. That also takes the latent heat, about 850 J/cm³ for a heat of fusion of 17.5 kJ/mol. Starting from 300 K with a constant heat capacity, full melting needs about $521+850\approx1370$ J/cm³, or 2.7 times the absorbed fluence assumed here, even without heat loss. A heat capacity that rises with temperature adds about 100 J/cm³. Pure tellurium is a poor choice for lasting storage, because its amorphous form crystallizes too easily. The tellurium values show the scale and do not describe a finished cell.

In a device, the assumption that all pairs are present together depends on the pulse duration. It also depends on the Auger coefficient. For $C=10^{-30}$ cm⁶/s the modelled loss in the 50 fs pulse is 5%, but for $C=10^{-28}$ cm⁶/s it is about 64%. For a nanosecond pulse, the Auger model with $C=10^{-30}$ cm⁶/s lowers the density by a factor of about 16, and a larger $C$ lowers it further. Heat also spreads roughly 30 nm into the glass in that time, more than the film thickness. A numerical heat-flow estimate with perfect thermal contact, a glass conductivity of 1.4 W/(m K), a glass heat capacity of 1.63 J/(cm³ K) and a film conductivity of 1.5 to 3 W/(m K) gives a peak mean film temperature of about 470 to 480 K for the 1 ns pulse; a thermal boundary resistance of $10^{-8}$ m² K/W would add about 40 K. This is well below the 700 K estimated in part (e), which neglects heat loss. Confusing incident with absorbed fluence changes the answer by a factor of about 3 for this film on glass. A waveguide cell has a different field profile and needs its own absorbed fraction. The numerical output below lists the main values used in parts (a) to (e).

## Table of computed values

```
INPUTS
Absorbed fluence: 1.00 mJ/cm2
Photon energy: 1.50 eV = 2.4033e-19 J
Film thickness: 20.0 nm = 2.00e-06 cm
Rough film index: 5.0 + 2.0i
Glass index: 1.45
Rough gap: 0.33 eV
Rough mass density: 6.2 g/cm3
Molar mass: 127.6 g/mol
Rough heat capacity: 0.20 J/(g K)
Start temperature: 300 K
Rough melting temperature: 720 K
Rough Auger coefficient: 1.0e-30 cm6/s
PAIR DENSITY
Absorbed energy per volume: 500.0 J/cm3
Absorbed photons per area: 4.1610e+15 cm^-2
Pair density from formula: 2.0805e+21 cm^-3
Same density: 2.081 nm^-3
Depth average from optical field: 2.0805e+21 cm^-3
Atomic density: 2.93e+22 cm^-3
Pairs per atom: 0.071
OPTICS
Vacuum wavelength: 826.6 nm
Reflected fraction: 0.517
Transmitted fraction: 0.168
Absorbed fraction: 0.314
Incident fluence needed: 3.18 mJ/cm2
Density if 1 mJ/cm2 is incident: 6.54e+20 cm^-3
Front density / mean: 0.813
Back density / mean: 1.123
Largest density / mean: 1.123
RECOMBINATION
Short pulse: 50 fs
Fraction of formula density at its end: 0.950
Long pulse: 1 ns
Fraction of formula density at its end: 0.0614
Density at end of long pulse: 1.28e+20 cm^-3
DEGENERACY AND PAIR YIELD
Fermi energy per carrier type: 0.594 eV
Thermal energy kT at start: 0.0259 eV
Quasi-Fermi separation at zero temperature: 1.52 eV
Ceiling on pairs per photon from the gap: 4
HEATING
Heat capacity per volume: 1.24 J/(cm3 K)
Mean temperature rise: 403 K
Mean final temperature: 703 K
Energy to reach melting: 521 J/cm3
Largest local absorbed energy: 561 J/cm3
```
